# The 1E–3T2 crossing and near-infrared emission of tetrahedral d2 ions

## Problem

A d² ion sits at the centre of a regular tetrahedron of negative ligands. Its one-electron levels are $e$ (orbitals $\theta=z^2$ and $\epsilon=x^2-y^2$) and, higher by $\Delta=10Dq>0$, $t_2$ (orbitals $xy,yz,zx$). The ground state is $^3A_2$ from $e^2$. The candidates for the emitting level are $^1E$ and $^3T_2$.

The Coulomb repulsion is described by Racah parameters $A,B,C$, fixed here by three free-ion term energies:

$$E(^3F)=A-8B,\quad E(^1D)=A-3B+2C,\quad E(^1G)=A+4B+2C.$$

These three equations determine $A$, $B$ and $C$ uniquely. Spin-orbit coupling is left out of the energies, and mixing with configurations outside d² is neglected.

1. Find the energies of $^3T_2$ and $^1E$ above $^3A_2$ at fixed nuclei, and the value of $\Delta/B$ at which they cross.
2. Let the ligands relax. Which state gives a broad band and which a sharp line? Where do the relaxed levels cross?
3. Predict the emission of Cr⁴⁺, Mn⁵⁺ and Fe⁶⁺ at 300 K from the rough values below, and judge how secure each prediction is.

| Ion | $Dq$ (cm⁻¹) | $B$ (cm⁻¹) |
|---|---:|---:|
| Cr⁴⁺ | 900 | 550 |
| Mn⁵⁺ | 1100 | 500 |
| Fe⁶⁺ | 1300 | 380 |

These are rough two-figure sizes for oxide hosts, not data for a named compound. An ion's name does not fix $Dq$ and $B$, because both depend on the host. Take $C/B=4.5$ as a round model value.

## Hints

**Hint 1.** Count how often $A_2$ and $T_2$ occur among the triplets. Which free-ion term must contain them?

**Hint 2.** There are two $^1E$ states, one from $e^2$ and one from $t_2^2$. At $\Delta=0$ their energies must be those of $^1D$ and $^1G$. One overlap then fixes the whole two-by-two matrix.

**Hint 3.** The slope of a level's energy above the ground state against $\Delta$ measures how much its force on the ligands differs from that in the ground state.

**Hint 4.** Emission starts from relaxed levels, and at finite temperature both may be populated.

## Solution

### 1. Levels at fixed nuclei

**Triplets.** A spin triplet needs an antisymmetric orbital part. The possibilities are

$$e^2:\ A_2,\qquad e\,t_2:\ T_1+T_2,\qquad t_2^2:\ T_1 .$$

That makes $1+6+3=10$ orbital states, which is also the content of $^3F$ (seven) and $^3P$ (three). The three components of $^3P$ transform like an angular momentum, which is $T_1$ in the tetrahedral group. Removing this $T_1$ from the list leaves $^3F\to A_2+T_1+T_2$. So $^3A_2$ and $^3T_2$ each occur once, both inside $^3F$, and have the same Coulomb energy $A-8B$. They differ by one electron promoted from $e$ to $t_2$:

$$E(^3T_2)-E(^3A_2)=\Delta .$$

From here on, energies are counted from $^3A_2$. The singlet terms then lie at $5B+2C$ for $^1D$ and $12B+2C$ for $^1G$ when $\Delta=0$.

**The $e^2$ singlet.** The symmetric products of two $e$ orbitals are $\theta\theta+\epsilon\epsilon$, which is $A_1$, and a pair of type $E$. One member of this pair is

$$\Phi=\frac{\theta\theta-\epsilon\epsilon}{\sqrt2}.$$

To find how much $^1D$ it contains, write the $L=2$, $M=0$ pair state as $\sum_m c_m|m,-m\rangle$ with $c_m=c_{-m}$. The operator

$$L^2=12+2l_{1z}l_{2z}+l_{1+}l_{2-}+l_{1-}l_{2+}$$

has diagonal elements $12-2m^2$ in units of $\hbar^2$. It connects $m$ to $m+1$ with strength $6-m(m+1)$, which is 4 between $m=2$ and 1, and 6 between $m=1$ and 0. Requiring $L^2=6$ gives

$$4c_2+4c_1=6c_2\ \Rightarrow\ c_1=\tfrac12c_2,$$
$$12c_0+12c_1=6c_0\ \Rightarrow\ c_0=-2c_1=-c_2 .$$

The remaining equation, $10c_1+4c_2+6c_0=6c_1$, is then satisfied. Normalization reads $c_2^2(2+\tfrac12+1)=1$, so $c_2^2=2/7$.

Now $\theta=|0\rangle$ and $\epsilon=(|2\rangle+|{-2}\rangle)/\sqrt2$. The product $\epsilon\epsilon$ contains $|2,-2\rangle$ and $|{-2},2\rangle$, each with amplitude $\tfrac12$. Its other parts have $M=\pm4$ and cannot belong to $L=2$. The overlap is therefore

$$\frac{1}{\sqrt2}\left(c_0-\tfrac12c_2-\tfrac12c_2\right)=-\sqrt2\,c_2,$$

and its square is $4/7$. Since $^1S$ is of type $A_1$, the remaining weight $3/7$ lies in $^1G$. The Coulomb energy of $\Phi$ above $^3A_2$ is

$$\tfrac47(5B+2C)+\tfrac37(12B+2C)=8B+2C\equiv pB,\qquad p=8+\frac{2C}{B}.$$

**The second singlet.** The symmetric products of $t_2$ orbitals also contain $E$ once, while $e\,t_2$ gives only $T_1$ and $T_2$. The $^1E$ problem is thus two-dimensional. The trace at $\Delta=0$ gives the energy of the $t_2^2$ state:

$$(17B+4C)-(8B+2C)=9B+2C=(p+1)B.$$

The determinant gives the squared coupling $W^2$:

$$W^2=(8B+2C)(9B+2C)-(5B+2C)(12B+2C)=12B^2 .$$

The terms in $BC$ and $C^2$ cancel.

The field adds $2\Delta$ to the $t_2^2$ state and does not mix the configurations. The energies $E$ of the two $^1E$ levels obey

$$(pB-E)\bigl(2\Delta+(p+1)B-E\bigr)=12B^2. \tag{1}$$

The lower root is

$$E(^1E)=pB+\tfrac12(2\Delta+B)-\tfrac12\sqrt{(2\Delta+B)^2+48B^2}. \tag{2}$$

At $\Delta=0$ the square root is $7B$, and the energy becomes $(p-3)B=5B+2C$, the $^1D$ term. For $\Delta\gg B$, expanding the root gives $pB-12B^2/(2\Delta+B)$, which tends to $8B+2C$. The level becomes nearly independent of the field because $^1E$ is then nearly pure $e^2$, the configuration of the ground state.

**The crossing.** Put $E=\Delta=xB$ in (1) and divide by $B^2$:

$$(p-x)(x+p+1)=12 .$$

Multiplying out, the terms $\pm px$ cancel, and

$$x^2+x=p^2+p-12=(p+4)(p-3).$$

The positive root is

$$\boxed{\frac{\Delta}{B}=\frac{-1+\sqrt{(2p+1)^2-48}}{2}} \tag{3}$$

For $x>0$ the factor $x+p+1$ is positive, so $p-x$ must be positive too. The energy then lies below both diagonal elements, which selects the lower $^1E$ level.

For $C/B=4.5$ one has $p=17$, and (3) gives $\Delta/B=(-1+\sqrt{1177})/2=16.65$, or $Dq/B=1.67$. For $C/B=4$ and 5 the crossing moves to $Dq/B=1.56$ and 1.77. A quoted crossing thus needs its value of $C/B$. Below it $^3T_2$ is the lower level, above it $^1E$.

Diagonalization of the full two-electron problem, with Coulomb and ligand-field integrals from angular quadrature, confirms (2) and (3). It also finds no other excited level below both candidates at the sampled points, $2\le\Delta/B\le50$ with $C/B=4$, 4.5 and 5.

### 2. Relaxation and band shape

**Slopes.** Differentiating (2) gives

$$s\equiv\frac{dE(^1E)}{d\Delta}=1-\frac{2\Delta+B}{\sqrt{(2\Delta+B)^2+48B^2}}. \tag{4}$$

In (1) the field enters through $2\Delta$ on the $t_2^2$ state. The derivative of an eigenvalue is the expectation value of the derivative of the matrix, so $s$ is twice the $t_2^2$ weight, that is, the mean number of $t_2$ electrons. The slope of $^3T_2$ is 1.

**Model of the lattice.** Let one totally symmetric mode with dimensionless coordinate $q$ change the splitting to $\Delta+gq$. The mode has the same quantum $\hbar\omega$ in all states, $B$ and $C$ are taken not to depend on $q$, and $q=0$ is the ground-state minimum. Jahn-Teller distortion of the degenerate levels is left out. For $^3T_2$,

$$U_T=\tfrac12\hbar\omega q^2+\Delta+gq=\tfrac12\hbar\omega\left(q+\frac{g}{\hbar\omega}\right)^2+\Delta-\frac{g^2}{2\hbar\omega}.$$

The minimum is lowered by $\lambda=g^2/(2\hbar\omega)\equiv S\hbar\omega$, which defines the Huang-Rhys factor $S$. For $^1E$ the force is $sg$ to first order in $q$, so its relaxation energy is $s^2\lambda$ and its Huang-Rhys factor is $s^2S$. Numerical minimization of the surfaces agrees with $s^2\lambda$ within 5 percent for the three ions.

**Spectrum.** The minimum of $^3T_2$ is displaced by $d=g/\hbar\omega=\sqrt{2S}$ in magnitude. The displaced vibrational ground state, expanded in the undisplaced oscillator states $\phi_n$, is

$$\phi_0(q-d)=e^{-d^2/4}\sum_n\frac{(d/\sqrt2)^n}{\sqrt{n!}}\,\phi_n(q),$$

as follows from the generating function of the Hermite polynomials. A displacement of the other sign changes only the signs of the odd terms. With $d^2/2=S$, emission that leaves $n$ quanta in the ground state has probability

$$P_n=e^{-S}\frac{S^n}{n!}.$$

This is a Poisson distribution with mean $S$ and variance $S$. At low temperature the zero-phonon fraction is $e^{-S}$. The band has rms width $\sqrt S\,\hbar\omega$ and mean energy

$$(\Delta-\lambda)-S\hbar\omega=\Delta-2\lambda .$$

One $\lambda$ is lost by relaxation in the excited state, and the other is left as vibration in the ground state. At higher temperature, vibration already present in the emitting state broadens the band. The mean energy does not change: it is the average of the difference $\Delta+gq$ between the two surfaces, and the thermal mean of $q$ in $^3T_2$ stays at $-g/\hbar\omega$. The change of the radiative rate with photon energy across the band is neglected.

Take $S=3$ and $\hbar\omega=250$ cm⁻¹ as round model values, so that $\lambda=750$ cm⁻¹. They describe an effective mode and not the real breathing mode of a tetra-oxo ion. That mode lies near 800 cm⁻¹, and with $\Delta\propto R^{-5}$ and bond lengths near 1.7 Å it would give only $S\approx0.3$ to 0.5. In a real host, lower-frequency modes of other symmetry must supply much of the broadening. At low temperature the $^3T_2$ emission then has 5 percent of its intensity in the zero-phonon line and an rms width of 433 cm⁻¹. For $^1E$ the slopes of the three ions run from 0.0049 to 0.0205, and the low-temperature zero-phonon fraction $e^{-s^2S}$ exceeds 99.8 percent. In this model $^3T_2$ gives a broad band and $^1E$ a sharp line. The contrast comes from $s^2$: the $^1E$ transition mostly rearranges spins within $e^2$ and hardly changes the force on the ligands. The figure of 99.8 percent rests on constant $B$ and $C$. If both change along $q$ with $d\ln B/d\ln\Delta=-0.1$, this change outweighs $s$ and the zero-phonon fraction falls to between 98.1 and 99.4 percent. The line is then still sharp.

**Relaxed crossing.** The minima coincide when $\Delta-\lambda=E(^1E)-s^2\lambda$. The last term is below 1 cm⁻¹ here and may be dropped. Insert $E=\Delta-\lambda$ in (1):

$$(pB+\lambda-\Delta)\bigl(\Delta+\lambda+(p+1)B\bigr)=12B^2 .$$

The terms linear in $\Delta$ combine to $-B\Delta$, which leaves

$$\Delta^2+B\Delta=(pB+\lambda)\bigl((p+1)B+\lambda\bigr)-12B^2. \tag{5}$$

For $\lambda=0$ this is (3) again. For $\lambda>0$ the right side is larger, so the crossing moves to a stronger field. An ion just above the vertical crossing can therefore still have $^3T_2$ as its lowest relaxed level.

### 3. The three ions at 300 K

**Thermal competition.** Define the relaxed gap

$$G=(\Delta-\lambda)-\bigl(E(^1E)-s^2\lambda\bigr),$$

which is positive when $^1E$ is lower. Let thermal exchange between the two levels be fast compared with their decay. There are $3\times3=9$ electronic states in $^3T_2$ and 2 in $^1E$. The vibrational partition functions are nearly equal and are taken to cancel. If the radiative rate of $^3T_2$ is $r$ times that of $^1E$, the photon numbers obey

$$\frac{N_{\rm broad}}{N_{\rm sharp}}=\frac92\,r\,e^{-G/kT}. \tag{6}$$

Loss without radiation lowers both photon numbers by the same factor, because the two levels share one population.

The value $r=100$ is a model choice. It stands for the fact that $^1E$ emission is spin-forbidden and needs spin-orbit mixing. Without spin-orbit coupling, the $^3T_2$ emission in a perfect tetrahedron is itself electric-dipole forbidden, since $A_2\otimes T_2=T_1$ does not contain the dipole representation $T_2$. The true ratio thus depends on vibrations, on distortions of the site and on spin-orbit coupling in both transitions.

At 300 K, $kT=208.5$ cm⁻¹, and equal output requires

$$G_*=kT\ln\frac{9r}{2}=208.5\times\ln450=1274\ \text{cm}^{-1}.$$

A sharp spectrum needs more than $G>0$: the gap must exceed $G_*$.

Single wavenumbers and nanometres are kept below only so that the arithmetic can be followed. The rough inputs do not support that precision.

**Cr⁴⁺.** Here $\Delta=9000$ cm⁻¹ and $pB=17\times550=9350$ cm⁻¹. Equation (2) gives

$$E(^1E)=9350+\tfrac12(18550)-\tfrac12\sqrt{18550^2+48\times550^2}=9156\ \text{cm}^{-1}.$$

The vertical levels are only 156 cm⁻¹ apart. Relaxation brings $^3T_2$ down to 8250 cm⁻¹, so $G=8250-9156=-906$ cm⁻¹. The relaxed crossing from (5) is at 9924 cm⁻¹, above the actual $\Delta$. The prediction is a broad band centred at $9000-1500=7500$ cm⁻¹ (1333 nm).

**Mn⁵⁺.** With $\Delta=11000$ and $pB=8500$ cm⁻¹, equation (2) gives $E(^1E)=8367$ cm⁻¹. The relaxed $^3T_2$ level is at 10250 cm⁻¹, so $G=1883$ cm⁻¹. The prediction is a sharp line at 8367 cm⁻¹ (1195 nm). By (6), about 5 percent of the photons still belong to the broad band.

**Fe⁶⁺.** With $\Delta=13000$ and $pB=6460$ cm⁻¹, $E(^1E)=6394$ cm⁻¹ and $G=12250-6394=5856$ cm⁻¹. The prediction is a sharp line at 6394 cm⁻¹ (1564 nm), with a negligible broad share.

The line moves to lower energy from Mn⁵⁺ to Fe⁶⁺ although $Dq$ rises. Its energy is close to $pB$, so it follows the smaller $B$.

**How secure are the verdicts?** Let $Dq$ and $B$ each vary by 10 percent either way and let $C/B$ run from 4 to 5, with $S$, $\hbar\omega$, $r$ and $T$ fixed. The gap and the broad photon share then span these ranges:

| Ion | $G$ (cm⁻¹) | Broad share |
|---|---:|---:|
| Cr⁴⁺ | −3282 to 1374 | 38 to 100 % |
| Mn⁵⁺ | −573 to 4248 | near 0 to near 100 % |
| Fe⁶⁺ | 3514 to 8126 | below 0.003 % |

The Fe⁶⁺ verdict holds throughout this box. The broad band of Cr⁴⁺ is the result for the central values, but a strong-field host with small $B$ and $C/B$ can give a mixed spectrum. Mn⁵⁺ is sharp at the central values, yet the opposite corner of the box reverses the verdict. Parameters known only to within 10 percent therefore cannot settle every Cr⁴⁺ or Mn⁵⁺ host. The box also holds the model choices $r$ and $\lambda$ fixed. At the central Mn⁵⁺ values, (6) reverses the verdict for $r$ above about 1850 or $\lambda$ above about 1360 cm⁻¹. For Fe⁶⁺ the least favourable corner reaches a broad share of 7 percent for $r=10^4$ and $\lambda=1500$ cm⁻¹. A measured $^1E$ line position would help: by (2) it depends only weakly on $\Delta$ for these ions, so it mainly constrains the combination $8B+2C$.

**Where the treatment fails.** Spin-orbit coupling splits $^3T_2$ into $A_2+E+T_1+T_2$, and the $E$ part can mix with $^1E$. For these ions the matrix element is about $1.22\zeta$, with $\zeta$ the one-electron spin-orbit constant, or 240 cm⁻¹ for $\zeta=200$ cm⁻¹. This exceeds the vertical gap of 156 cm⁻¹ found for Cr⁴⁺, so its two $E$ levels are strongly mixed at the ground-state geometry; at the relaxed $^3T_2$ geometry they are about 1600 cm⁻¹ apart. When the levels are closer than this coupling, the two $E$ levels avoid each other and share singlet and triplet character, so for them the labels "broad" and "sharp" lose their separate meaning. The $A_2$, $T_1$ and $T_2$ parts, seven of the nine states of $^3T_2$, cannot mix with $^1E$ by symmetry. A site of lower symmetry can split both levels, although a trigonal one leaves $^1E$ unsplit, and Jahn-Teller distortions can lower both. They favour the broad band if $^3T_2$ gains more energy than $^1E$. If exchange between the levels is slow, (6) does not apply.

## Variation 1: the field needed for a sharp spectrum

*At temperature $T$, which $\Delta$ gives equal numbers of broad-band and sharp-line photons?*

Neglecting $s^2\lambda$, equal output means $\Delta-\lambda-E(^1E)=G_*$, or $E(^1E)=\Delta-(\lambda+G_*)$. This is the condition that led to (5), with $\lambda$ replaced by $\Lambda=\lambda+G_*$. Hence

$$\Delta=\tfrac12\left[-B+\sqrt{B^2+4(pB+\Lambda)\bigl((p+1)B+\Lambda\bigr)-48B^2}\,\right].$$

As $T\to0$, $G_*\to0$ and the relaxed crossing returns. To see how fast the threshold moves, differentiate $\Delta-E(^1E)=\Lambda$:

$$(1-s)\,d\Delta=d\Lambda,\qquad \frac{d\Delta}{d\Lambda}=\frac1{1-s}.$$

Because $s$ is small, the threshold rises by slightly more than the added energy $G_*$. With $r$ fixed and $9r/2>1$, $G_*$ is proportional to $T$. An ion between the two thresholds has $^1E$ lowest but emits mainly the broad band when warm. On cooling it changes to the sharp line, provided that thermal exchange remains fast.

## Variation 2: a d⁸ ion in an octahedron

*Where do $^1E$ and $^3T_2$ cross for d⁸ in a regular octahedral field?*

Describe d⁸ as two holes in a filled d shell. The filled shell is spherical, so its interaction with a hole is the same for all five orbitals and adds a common constant. The repulsion between two holes has the same matrix elements as that between two electrons, because both charges change sign. The terms therefore keep their spacings in $B$ and $C$.

In an octahedron the $e$ orbitals point at the ligands and lie above $t_2$ by $\Delta$. Removing an electron from the higher level costs less energy, so a hole has its lower level in $e$ and its higher level in $t_2$. This is the order found for electrons in the tetrahedron. The ground state has two $e$ holes and is $^3A_2$. Every element of the matrix behind (1) is unchanged, and the crossing is again (3), with $\Delta$ now the octahedral splitting and $B,C$ those of the d⁸ ion.

For d² in an octahedron the result does not carry over. There the electrons enter $t_2$ first, and the strong-field ground state is the $^3T_1$ state of $t_2^2$ instead of $^3A_2$.

The remaining intermediate values are listed in the numerical output below.

## Table of computed values

```
C/B = 4.5; S = 3.0; hw = 250 cm^-1; lambda = 750 cm^-1
Radiative rate ratio r = 100; T = 300 K; kT = 208.5 cm^-1
Vertical crossing, C/B = 4.0: Delta/B = 15.632, Dq/B = 1.5632
Vertical crossing, C/B = 4.5: Delta/B = 16.654, Dq/B = 1.6654
Vertical crossing, C/B = 5.0: Delta/B = 17.673, Dq/B = 1.7673
3T2 zero-phonon fraction = 0.0498; rms width = 433 cm^-1
Gap for equal photon output = 1274 cm^-1
Cr4+: rough inputs Dq = 900, B = 550 cm^-1; Dq/B = 1.636
  C = 2475 cm^-1; vertical 1E = 9156, 3T2 = 9000 cm^-1
  1E slope s = 0.02045; 1E zero-phonon fraction = 0.99875
  1E relaxation energy s^2*lambda = 0.31 cm^-1
  relaxed 3T2 = 8250 cm^-1; gap G = -906 cm^-1
  relaxed crossing: Delta = 9924 cm^-1, Dq/B = 1.804
  broad photon share = 100 percent
  verdict: broad 3T2 band at 7500 cm^-1 = 1333 nm
  G over parameter box: -3282 to 1374 cm^-1
  broad share over box: 38 to 100 percent
Mn5+: rough inputs Dq = 1100, B = 500 cm^-1; Dq/B = 2.200
  C = 2250 cm^-1; vertical 1E = 8367, 3T2 = 11000 cm^-1
  1E slope s = 0.01165; 1E zero-phonon fraction = 0.99959
  1E relaxation energy s^2*lambda = 0.10 cm^-1
  relaxed 3T2 = 10250 cm^-1; gap G = 1883 cm^-1
  relaxed crossing: Delta = 9091 cm^-1, Dq/B = 1.818
  broad photon share = 5.12 percent
  verdict: sharp 1E line at 8367 cm^-1 = 1195 nm
  G over parameter box: -573 to 4248 cm^-1
  broad share over box: 6.4e-05 to 99.99 percent
Fe6+: rough inputs Dq = 1300, B = 380 cm^-1; Dq/B = 3.421
  C = 1710 cm^-1; vertical 1E = 6394, 3T2 = 13000 cm^-1
  1E slope s = 0.00494; 1E zero-phonon fraction = 0.99993
  1E relaxation energy s^2*lambda = 0.02 cm^-1
  relaxed 3T2 = 12250 cm^-1; gap G = 5856 cm^-1
  relaxed crossing: Delta = 7092 cm^-1, Dq/B = 1.866
  broad photon share = 2.86e-08 percent
  verdict: sharp 1E line at 6394 cm^-1 = 1564 nm
  G over parameter box: 3514 to 8126 cm^-1
  broad share over box: 5.3e-13 to 0.002161 percent
```
